# Why the OEP equation fixes the exchange potential up to a constant

Four electrons in a one-dimensional box have an exchange potential $v_x(x)$ determined by the optimized effective potential (OEP) equation. Solved once with the condition that $v_x$ has zero mean, and once with the condition that it vanishes at the first grid point, the equation gives two potentials that differ by $-0.3106$ hartree. This difference varies over the 40 grid points by only $2\times10^{-14}$ hartree. A step of 0.1 hartree added to $v_x$ in the right half of the box is not tolerated in the same way: the energy then has a slope of 0.0143 hartree where it should be stationary. The equation is blind to a constant and sees a step. The reason lies in the static Kohn-Sham response, the operator that the OEP equation asks us to invert.

## Setting and statement

Hartree atomic units are used. The Kohn-Sham Hamiltonian is real, with a local potential,
$$h=-\tfrac12\nabla^2+v_s(\mathbf r),\qquad h\varphi_p=\varepsilon_p\varphi_p ,$$
on a connected region. The $N/2$ lowest orbitals are doubly occupied. Indices $i,j$ denote occupied orbitals, $a$ empty ones, and $p$ any. The highest occupied level is separated from the empty part of the spectrum by a gap $\Delta>0$. The potential is bounded or, in three dimensions, has Coulomb singularities at most, so the orbitals are continuous. In one dimension a $1/|x|$ singularity is excluded: a repulsive one acts as an impenetrable wall and cuts the region in two. The density is $n=2\sum_i\varphi_i^2$.

The response $\chi_s(\mathbf r,\mathbf r')=\delta n(\mathbf r)/\delta v_s(\mathbf r')$ is taken at fixed $N$. The claim is that
$$\langle w|\chi_s|w\rangle=\iint w(\mathbf r)\chi_s(\mathbf r,\mathbf r')w(\mathbf r')\,d\mathbf r\,d\mathbf r'\le 0$$
for every real $w$ with square-integrable $w\varphi_i$, and that the value zero occurs only if $w$ is constant almost everywhere.

In the example the box has hard ends at $x=\pm4$ bohr, a length of 8 bohr, and
$$v_s(x)=-2e^{-(x+2)^2}-e^{-(x-2)^2}$$
in hartree, with $x$ in bohr. These are round model parameters. Unless stated otherwise, all numbers belong to a uniform grid of 40 interior points with the three-point formula for the kinetic energy. They are not converged to the continuous box, and some move in the second decimal. On 320 points the constant between the two gauges is $-0.338$ instead of $-0.311$ hartree and still drifts, because the first site moves toward the wall. Likewise $dN/dc$ below becomes $-2.31$ instead of $-2.36$ per hartree, the mean excitation energy of the step 0.84 instead of 0.82 hartree, the energy slope 0.0141 instead of 0.0143 hartree, the zero-mean values of $v_x$ at $x=\mp2.05$ bohr $-0.086$ and $-0.239$ instead of $-0.080$ and $-0.236$ hartree, and their difference $-0.154$ instead of $-0.156$ hartree. On the 40-point grid the lowest levels are $-1.177$, $-0.447$ and $0.094$ hartree. Two are occupied, so $\Delta=0.541$ hartree (14.7 eV). On 320 points the levels are $-1.175$, $-0.446$ and $0.100$ hartree, and $\Delta=0.546$ hartree (14.8 eV).

## The response at fixed particle number

Let $v_s\to v_s+\lambda w$, and let a prime on an orbital denote its derivative at $\lambda=0$. Differentiating the eigenvalue equation gives
$$(h-\varepsilon_i)\varphi_i'=-(w-\langle i|w|i\rangle)\varphi_i .$$
Projection on $\varphi_p$ with $p\ne i$ gives $(\varepsilon_p-\varepsilon_i)\langle p|\varphi_i'\rangle=-w_{pi}$, where $w_{pi}=\langle p|w|i\rangle$. Normalization of a real orbital removes the component along $\varphi_i$. Hence
$$\varphi_i'=\sum_{p\neq i}\varphi_p\frac{w_{pi}}{\varepsilon_i-\varepsilon_p}.$$
If occupied levels coincide, their orbitals are first chosen so that $w$ is diagonal among them. The projection then does not fix the components $\langle j|\varphi_i'\rangle$ within such a level, but differentiating $\langle i|j\rangle=0$ gives $\langle j|\varphi_i'\rangle=-\langle i|\varphi_j'\rangle$, so they cancel in the sums over occupied pairs below like the other occupied terms. The result below does not depend on this choice, because a rotation among orbitals of equal energy leaves its sum unchanged.

The density changes by $n'=4\sum_i\varphi_i\varphi_i'$: a factor 2 from spin and a factor 2 from the square. The part with $p=j$ occupied is
$$4\sum_{i\ne j}\varphi_i\varphi_j\frac{w_{ji}}{\varepsilon_i-\varepsilon_j}=0,$$
since exchanging $i$ and $j$ reverses the sign of each term. The empty orbitals remain:
$$n'(\mathbf r)=-4\sum_{ia}\varphi_i(\mathbf r)\varphi_a(\mathbf r)\frac{w_{ai}}{\varepsilon_a-\varepsilon_i}.$$
Writing out $w_{ai}=\int\varphi_a w\varphi_i\,d\mathbf r'$ identifies the kernel,
$$\chi_s(\mathbf r,\mathbf r')=-4\sum_{ia}\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_a(\mathbf r')\varphi_i(\mathbf r')}{\varepsilon_a-\varepsilon_i}.$$
It is symmetric in $\mathbf r$ and $\mathbf r'$.

## The sign

Multiply $n'$ by $w$ and integrate:
$$\langle w|\chi_s|w\rangle=-4\sum_{ia}\frac{w_{ai}^2}{\varepsilon_a-\varepsilon_i}\le0 .$$
Every denominator is at least $\Delta$, so no term is positive. If the empty spectrum contains a continuum, let $Q$ project on the empty space. The same expression is
$$\langle w|\chi_s|w\rangle=-4\sum_i\langle Qw\varphi_i|(h-\varepsilon_i)^{-1}|Qw\varphi_i\rangle .$$
On the empty space $h-\varepsilon_i\ge\Delta$, so the inverse is strictly positive and at most $1/\Delta$. For unbounded $w$ this formula serves as the definition of the quadratic form.

The sign has a direct meaning. Let $S(\lambda)=2\sum_i\varepsilon_i(\lambda)$. First-order perturbation theory gives $S'=\int w\,n\,d\mathbf r$, and one more derivative gives $S''=\langle w|\chi_s|w\rangle$. On balance the density moves to where the perturbation is lower, $\int w\,n'\,d\mathbf r\le0$, and this bends the level sum downward. This holds for the integral, not point by point: $n'$ can be positive at some places where $w$ is high.

## Constants are in the null space

For $w=c$, orthogonality gives $w_{ai}=c\langle a|i\rangle=0$, hence $\chi_s c=0$. All levels shift together and the orbitals stay as they are.

Fixed $N$ matters here. If instead the chemical potential is held fixed at temperature $T>0$, raising all levels lowers their occupations. With the chemical potential in the middle of the gap and $k_BT=0.1$ hartree, the example gives $dN/dc=-2.36$ per hartree. A constant is then not a null vector.

## Nothing else is in the null space

Suppose $\langle w|\chi_s|w\rangle=0$. Each term of the sum over $i$ has the same sign and the inverse is strictly positive, so $Qw\varphi_i=0$ for every occupied $i$. Define
$$D[w]=\sum_i\|Qw\varphi_i\|^2,\qquad P(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r').$$
The norm of the empty part is the full norm minus that of the occupied part:
$$D[w]=\sum_i\int w^2\varphi_i^2\,d\mathbf r-\sum_{ij}w_{ij}^2 .$$
In the first term, orthonormality gives $\sum_i\varphi_i(\mathbf r)^2=P(\mathbf r,\mathbf r)=\int P(\mathbf r,\mathbf r')^2d\mathbf r'$. In the second, writing out both matrix elements gives
$$\sum_{ij}w_{ij}^2=\iint w(\mathbf r)w(\mathbf r')P(\mathbf r,\mathbf r')^2\,d\mathbf r\,d\mathbf r'.$$
Therefore
$$D[w]=\iint P(\mathbf r,\mathbf r')^2\,[w(\mathbf r)^2-w(\mathbf r)w(\mathbf r')]\,d\mathbf r\,d\mathbf r'.$$
Averaging this with its copy in which $\mathbf r$ and $\mathbf r'$ are exchanged completes the square:
$$D[w]=\tfrac12\iint P(\mathbf r,\mathbf r')^2\,[w(\mathbf r)-w(\mathbf r')]^2\,d\mathbf r\,d\mathbf r'.$$
So $D[w]=0$ forces $w(\mathbf r)=w(\mathbf r')$ for almost all pairs of points at which $P\neq0$.

Such pairs link the whole region. The lowest orbital $\varphi_0$ has no interior node: $|\varphi_0|$ has the same energy expectation value as $\varphi_0$, so it too is a lowest eigenfunction, and by Harnack's inequality a non-negative eigenfunction that vanishes at one interior point of a connected region vanishes everywhere in it. Hence $P(\mathbf r,\mathbf r)\ge\varphi_0(\mathbf r)^2>0$. Since $P$ is continuous, each interior point has a ball around it in which $P(\mathbf r,\mathbf r')\ne0$ for every pair of points, and $w$ is constant almost everywhere in that ball. Any two points can be joined by a chain of overlapping balls, and overlapping balls share their constant. Thus $w$ is one constant throughout. In particular $\chi_sw=0$ implies $\langle w|\chi_s|w\rangle=0$, and so a constant $w$.

The bound $(h-\varepsilon_i)^{-1}\le1/\Delta$ also gives
$$0\le-\langle w|\chi_s|w\rangle\le\frac{4D[w]}{\Delta}.$$
For a step $w$ of 1 hartree in the right half of the box, $D=0.0294$ hartree². The bound is $4\times0.0294/0.541=0.217$ hartree, and the computed value of $-\langle w|\chi_s|w\rangle$ is 0.143 hartree. The ratio $4D/|\langle w|\chi_s|w\rangle|$ is a harmonic mean of the excitation energies weighted by $w_{ai}^2$. It is $0.1177/0.1427=0.82$ hartree for the step and $6.874/1.024=6.7$ hartree for one potential drawn at random at each site. The second number depends on the draw and on the grid: on 40 points most draws give between 5 and 17 hartree, and on 320 points most give between 40 and 160 hartree. The rough potential couples to much higher orbitals, which respond weakly.

## From the response to the OEP equation

The total energy, regarded as a functional of $v_s$ through the orbitals, is
$$E[v_s]=T_s+\int v_{\rm ext}n\,d\mathbf r+E_H+E_x .$$
The level sum equals $T_s+\int v_sn\,d\mathbf r$, and its first-order change is $\int n\,\delta v_s\,d\mathbf r$. Subtracting the change of $\int v_sn\,d\mathbf r$ leaves
$$\delta T_s=-\int v_s\,\delta n\,d\mathbf r .$$
With the repulsion $u(\mathbf r,\mathbf r')$, the Hartree term gives $\delta E_H=\int v_H\delta n\,d\mathbf r$, where $v_H(\mathbf r)=\int u(\mathbf r,\mathbf r')n(\mathbf r')d\mathbf r'$.

For closed shells $E_x=-\iint P^2u\,d\mathbf r\,d\mathbf r'$. Define the exchange kernel $K(\mathbf r,\mathbf r')=-P(\mathbf r,\mathbf r')u(\mathbf r,\mathbf r')$. For $\delta v_s=\lambda w$ the derivative is
$$E_x'=-2\iint P\,P'\,u\,d\mathbf r\,d\mathbf r'=4\sum_i\langle\varphi_i'|K|\varphi_i\rangle .$$
One factor 2 comes from the square of $P$, the other from the two equal terms in $P'=\sum_i[\varphi_i'(\mathbf r)\varphi_i(\mathbf r')+\varphi_i(\mathbf r)\varphi_i'(\mathbf r')]$. The occupied part of $\varphi_i'$ cancels again, because $K_{ij}$ is symmetric and $w_{ij}/(\varepsilon_i-\varepsilon_j)$ antisymmetric. What remains is $E_x'=\int w\Lambda\,d\mathbf r$ with
$$\Lambda(\mathbf r)=\frac{\delta E_x}{\delta v_s(\mathbf r)}=-4\sum_{ia}\varphi_i(\mathbf r)\varphi_a(\mathbf r)\frac{\langle a|K|i\rangle}{\varepsilon_a-\varepsilon_i}.$$

Now set $v_x=v_s-v_{\rm ext}-v_H$ and collect the terms, with $\delta n=\chi_s\delta v_s$ and the symmetry of $\chi_s$:
$$\delta E=-\int v_x\,\delta n\,d\mathbf r+\int\Lambda\,\delta v_s\,d\mathbf r=\int\delta v_s\,[\Lambda-\chi_sv_x]\,d\mathbf r .$$
Stationarity for every $\delta v_s$ is the OEP equation,
$$\int\chi_s(\mathbf r,\mathbf r')v_x(\mathbf r')\,d\mathbf r'=\Lambda(\mathbf r).$$
If $v_x$ and $\tilde v_x$ both solve it for the same orbitals, $\chi_s(\tilde v_x-v_x)=0$, so they differ by a constant.

This is uniqueness for the linear equation at given orbitals and levels. It does not show that a solution exists in continuous space, nor that the self-consistent problem, in which $v_x$ changes the orbitals, has a single solution. For separate spin potentials the argument applies to each occupied channel with a gap at fixed electron number, and leaves one constant per channel.

Two electrons provide a check with a known answer. With one occupied orbital, $K\varphi_0=-\varphi_0\int u\varphi_0^2\,d\mathbf r'=-\tfrac12v_H\varphi_0$. Then $v_x=-\tfrac12v_H$ makes $\langle a|v_x-K|0\rangle$ vanish for every $a$ and solves the equation. By uniqueness every other solution is this one plus a constant. In a flat box the numerical solution agrees: $v_x+\tfrac12v_H$ varies by $5\times10^{-14}$ hartree.

## Solving the singular linear system

On a grid of $m$ points with spacing $\eta$, the operator is the matrix $A=\eta\chi_s$. It is singular, with $A\mathbf 1=0$ for the vector $\mathbf 1$ of ones. Orthogonality gives $\int\Lambda\,d\mathbf r=0$, or $\mathbf 1^T\Lambda=0$ on the grid. This is the condition for a symmetric matrix with the single null vector $\mathbf 1$ to admit a solution.

A convenient nonsingular system is
$$\left(A-\frac{\mathbf 1\mathbf 1^T}{m}\right)v_x=\Lambda .$$
Multiplying from the left by $\mathbf 1^T$ and using $\mathbf 1^TA=0$ and $\mathbf 1^T\mathbf 1=m$ gives $-\mathbf 1^Tv_x=0$. The solution has zero mean, the added term vanishes on it, and $Av_x=\Lambda$ holds. Alternatively, set $v_x=0$ at one site, delete the corresponding column of $A$, and solve the remaining consistent equations by least squares.

The example uses $u=1/\sqrt{(x-x')^2+1}$, with lengths in bohr. Near the two well centres, at $x=\mp2.05$ bohr, the results in hartree are:

| gauge | left | right | right minus left |
|---|---|---|---|
| zero mean | $-0.0795$ | $-0.2355$ | $-0.1560$ |
| zero at first site | $-0.3901$ | $-0.5461$ | $-0.1560$ |

The difference between the wells, $-0.156$ hartree or $-4.24$ eV on this 40-point grid, does not depend on the gauge. Each condition only selects the constant.

The chosen $v_s$ is the stationary potential for $v_{\rm ext}=v_s-v_H-v_x$. Along three trial directions the finite-difference slope of $E$ is at most $5.3\times10^{-7}$ hartree in size, within the test's tolerance of $10^{-5}$ hartree. Now replace $v_x$ by $v_x+0.1w$, with $w$ the step of 1 hartree, and lower $v_{\rm ext}$ accordingly. The expression for $\delta E$ predicts the slope along $w$:
$$\langle w|\Lambda-\chi_s(v_x+0.1w)\rangle=-0.1\,\langle w|\chi_s|w\rangle=0.1\times0.1427=0.0143\ \text{hartree}.$$
The finite difference of the total energy gives the same value. This is the slope quoted at the start, and strict negativity for nonconstant $w$ makes it nonzero.

## Where the assumptions matter

**Connectedness.** An impenetrable wall in the middle of the box leaves one occupied orbital on each side. Then $P(x,x')=0$ for points on opposite sides, and $D$ vanishes for the step. The program finds two null vectors, so each side has its own constant. Without a wall, the inequality above shows that a step between weakly linked fragments is nearly null if $D[w]$ is small compared with $\Delta$ times the relevant energy scale. The relative height of $v_x$ on the fragments is then unique but poorly determined.

**Gap and lowest occupation.** For a partly filled degenerate level some denominators vanish and the derivation does not apply. If an excited orbital is occupied, some denominators are negative. Put one electron pair into $\varphi_1$ alone and take $w=\varphi_0/\varphi_1$ times 1 hartree. Then $w\varphi_1=\varphi_0$ in these units, only the coupling to $\varphi_0$ survives, and
$$\langle w|\chi|w\rangle=-\frac{4}{\varepsilon_0-\varepsilon_1}=\frac{4}{0.7304}=5.48\ \text{hartree}>0 .$$
The negative sign belongs to the ground-state occupation.

**Complete empty space.** With $N_o$ occupied and $N_e$ retained empty orbitals, $\chi_s$ is a sum of $N_oN_e$ products of a function with itself, so its rank is at most $N_oN_e$. Keeping 5 empty orbitals in the example gives rank at most $2\times5=10$ and at least 30 null vectors among 40. The program finds 30 with a tolerance of $10^{-10}$, of which one is the constant; the weakest of the ten remaining eigenvalues is only $1.6\times10^{-8}$ /(hartree bohr) in size, so it is nearly null as well. The other 29 are artefacts of the truncation: potentials that do not couple the occupied orbitals to the retained empty ones. An expansion of $v_x$ in $N_v$ nonconstant functions, linearly independent of each other and of the constant, can be unique only if $N_v\le N_oN_e$. This condition is necessary, not sufficient.

**Conditioning.** Uniqueness does not make the inversion stable. An error in $\Lambda$ along an eigenvector of $A$ with eigenvalue $\kappa$ is multiplied by $1/|\kappa|$ in $v_x$. The eigenvalues, in 1/(hartree bohr), are:

| grid points | strongest | weakest nonzero |
|---|---|---|
| 40 | $-0.980$ | $-4.5\times10^{-4}$ |
| 80 | $-0.974$ | $-3.0\times10^{-5}$ |
| 160 | $-0.973$ | $-1.9\times10^{-6}$ |

The strongest eigenvalue settles, while the weakest falls by a factor of about 15 each time the number of points is doubled. The ratio of the two grows from about $2\times10^3$ to $5\times10^5$.

On all three grids the eigenvector of the weakest eigenvalue has about 90 % of its weight on the first site and about 99 % on the first two sites next to the left wall, where the density vanishes. The continuous box with bounded $v_s$ also has nonzero eigenvalues arbitrarily close to zero. There the orbitals are bounded and $\varepsilon_a$ grows as $a^2$ in one dimension, so $\sum_a(\varepsilon_a-\varepsilon_i)^{-2}$ converges. This makes $\iint\chi_s^2\,dx\,dx'$, the sum of the squared eigenvalues, finite. Only finitely many eigenvalues can then exceed a given size, yet infinitely many are nonzero because the null space is one-dimensional. They must accumulate at zero. They do so more slowly than the table suggests. On 640 points the $k$-th strongest eigenvalue falls about as $k^{-2}$ between $k=20$ and $k=80$, and the 39th is $-6.5\times10^{-3}$ /(hartree bohr), against $-4.5\times10^{-4}$ for the 39th and weakest on 40 points. The weakest eigenvalue of each grid belongs to the mode at the wall and is not an approximation to the continuum eigenvalue of the same rank.

The observed rate is close to $\eta^4$. The spacing $\eta=8/(m+1)$ bohr shrinks by the factors $81/41$ and $161/81$, whose fourth powers are 15.2 and 15.6, against the observed factors 15.1 and 15.6. This rate governs $v_x$ next to the wall. For independent errors of equal size in $\Lambda$ at each site, the error of $v_x$ at the first site grows by a factor of 15 to 16 per doubling of the grid, and that of the difference between the wells by a factor of about 4. In practice, refining the potential grid calls for a more accurate $\Lambda$, above all where the density is small, or for a smoothness condition on $v_x$. If its weight is kept small enough that the residual of the OEP equation stays within the error of $\Lambda$, such a condition selects among potentials that the finite accuracy of the calculation cannot tell apart. The additive constant is different: no accuracy in $\Lambda$ can determine it. It needs a condition from outside the equation. One such condition is $\langle\varphi_H|v_x-K|\varphi_H\rangle=0$ for the highest occupied orbital, which makes $\varepsilon_H$ equal to the derivative of $E$ with respect to the occupation of that orbital and selects $v_x=-\tfrac12v_H$ for two electrons. On the 40-point grid it shifts the zero-mean potential by $-0.603$ hartree, so neither gauge of the table satisfies it.

## Table of computed values

```
box length: 8.0 bohr; grid points: 40; spacing: 0.1951 bohr
well depths left, right: 2.0, 1.0 hartree
well centres: -2.0, +2.0 bohr
electrons from integrated density: 4.000000
lowest three levels: -1.17712, -0.44674, 0.09444 hartree
gap: 0.54117 hartree = 14.726 eV
response, formula minus finite difference, max: 6.8e-10 /(hartree bohr)
null vectors of the response: 1
eigenvalue of the null vector, size: 1.5e-17 /(hartree bohr)
unit step: <w|chi|w> = -0.14267 hartree, D = 0.02942 hartree^2
  bound 4D/gap = 0.21742 hartree
sine: <w|chi|w> = -0.56189 hartree, D = 0.19861 hartree^2
  bound 4D/gap = 1.46800 hartree
random: <w|chi|w> = -1.02439 hartree, D = 1.71857 hartree^2
  bound 4D/gap = 12.70255 hartree
integral of Lambda, size: 4.1e-17 (dimensionless)
sites compared: x = -2.0488 and 2.0488 bohr
v_x, zero-mean gauge: -0.07952 and -0.23551 hartree
v_x, pinned gauge: -0.39010 and -0.54609 hartree
v_x right minus left: -0.15599 hartree = -4.245 eV
constant between the gauges: -0.31057 hartree
variation of that constant over the grid: 2.2e-14 hartree
largest energy slope at the OEP: 5.3e-07 hartree
height of step added to v_x: 0.1 hartree
energy slope with that step, finite difference: 0.014267 hartree
energy slope with that step, predicted: 0.014267 hartree
two electrons, variation of v_x + v_H/2: 4.8e-14 hartree
null vectors with a hard wall in the middle: 2
excited pair, <w|chi|w> for w = phi_0/phi_1: 5.47662 hartree
null vectors with 5 empty orbitals kept: 30 of 40
fixed mu, kT = 0.1 hartree: dN/dconstant = -2.3572 /hartree
40 points: strongest eigenvalue -0.98032 /(hartree bohr)
  weakest nonzero eigenvalue -4.523e-04 /(hartree bohr)
80 points: strongest eigenvalue -0.97428 /(hartree bohr)
  weakest nonzero eigenvalue -2.991e-05 /(hartree bohr)
160 points: strongest eigenvalue -0.97276 /(hartree bohr)
  weakest nonzero eigenvalue -1.917e-06 /(hartree bohr)
```
